# Leading periodic-image correction for a singly charged defect in a cubic cell

## Problem

A defect of charge \(+e\) in an insulating oxide is modelled in a cubic cell of length \(L=10\) Å that repeats periodically in all three directions. A uniform background of charge \(-e\) per cell keeps the total charge zero. The host has relative permittivity \(\varepsilon=10\). The quantity wanted is the energy of one isolated defect in an infinite host. Find the leading correction for the periodic images, in order \(1/L\), and decide whether it must be added to the computed energy or subtracted from it.

The defect is treated as a point charge \(qe\) with \(q=1\), and the host as a uniform, isotropic, linear dielectric. The Coulomb constant is

\[
k=\frac{e^2}{4\pi\varepsilon_0}=14.3996\ \text{eV Å}.
\]

## A tempting solution

The images carry the same charge as the defect, so they repel it. Each of the six nearest images lies at distance \(L\), and the screened energy of one pair is

\[
\frac{k}{\varepsilon L}=\frac{14.3996}{10\times 10}\ \text{eV}=0.144\ \text{eV}.
\]

Every pair is shared by two cells, so the energy per cell is half of six such terms:

\[
\tfrac12\times 6\times 0.144\ \text{eV}=0.432\ \text{eV}.
\]

The repulsion has raised the energy of the periodic system, and 0.43 eV should therefore be subtracted.

## Where it fails

Include the next shell. There are twelve images at distance \(\sqrt2\,L\), which contribute \(\tfrac12\times(12/\sqrt2)\times0.144=0.611\) eV, more than the first six. Farther out, a shell of radius \(R\) and thickness \(dR\) holds about \(4\pi R^2dR/L^3\) images, each with an energy proportional to \(1/R\). The sum up to a radius \(R_c\) grows as

\[
\int_0^{R_c}\frac{4\pi R^2}{L^3}\,\frac{dR}{R}=\frac{2\pi R_c^2}{L^3},
\]

which has no limit. Stopping at six neighbours was an arbitrary cut in a divergent series.

The missing ingredient is the background. Its density is \(-qe/L^3\), so its attraction grows as \(-2\pi R_c^2/L^3\) and cancels this growth. A sharp cutoff radius still leaves fluctuations, because whole shells of images enter at once, but a sum over neutral cells, used below, converges. What survives is a finite difference, and neither its size nor its sign can be read from the repulsion alone.

## The right solution

### What the dielectric does

Consider one Fourier component of the defect charge, \(\rho\cos(\mathbf G\cdot\mathbf r)\), in units with \(\varepsilon_0=1\). The host responds with a polarization \(P\sin(\mathbf G\cdot\mathbf r)\) along \(\mathbf G\). Its divergence is \(GP\cos(\mathbf G\cdot\mathbf r)\), so the bound charge has amplitude \(-GP\), and the field has amplitude \((\rho-GP)/G\). Apart from a common factor from the average of \(\sin^2\), the field energy plus the cost of polarizing a medium of susceptibility \(\chi\) is

\[
u(P)=\frac{(\rho-GP)^2}{2G^2}+\frac{P^2}{2\chi}.
\]

Setting the derivative to zero gives

\[
-\frac{\rho-GP}{G}+\frac{P}{\chi}=0
\quad\Rightarrow\quad
P=\frac{\chi\rho}{G(1+\chi)},\qquad \rho-GP=\frac{\rho}{1+\chi}.
\]

Inserting this in \(u\),

\[
u_{\min}=\frac{\rho^2}{2G^2(1+\chi)^2}+\frac{\chi\rho^2}{2G^2(1+\chi)^2}
=\frac{\rho^2}{2G^2(1+\chi)} .
\]

The second derivative of \(u\) is \(1+1/\chi>0\), so this is a minimum. Each component has its vacuum energy divided by \(\varepsilon=1+\chi\). This holds for the periodic and the isolated charge alike, so their energy difference is also the vacuum result divided by \(\varepsilon\). The uniform background has only the component \(\mathbf G=0\), which it cancels. The macroscopic field is taken as zero.

### The energy difference

Measure lengths in \(L\) and energies in \(q^2k/(\varepsilon L)\). The cell volume is then 1, and the reciprocal vectors are \(\mathbf G=2\pi\mathbf n\) with integer triples \(\mathbf n\). The periodic potential obeys

\[
\nabla^2\phi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-1\Big],
\qquad
\phi(\mathbf r)=\sum_{\mathbf G\neq0}\frac{4\pi}{G^2}e^{i\mathbf G\cdot\mathbf r}.
\]

The energy per cell is half the integral of charge times potential. Since the cell is neutral, a constant added to \(\phi\) does not change it. With the zero-average choice made here, the background contributes nothing, and the energy is half the potential at the defect charge.

That potential contains the charge's own \(1/r\), which is infinite at a point. The isolated charge has the same term, so it drops out of the difference. Define the regular part

\[
w(\mathbf r)=\phi(\mathbf r)-\frac1r .
\]

Then

\[
E_{\rm per}-E_{\rm iso}=\tfrac12 w(0)\equiv-\tfrac12\alpha .
\]

The number \(\alpha=-w(0)\) is fixed by the geometry of the lattice. Restoring units,

\[
\boxed{\;\Delta E=E_{\rm iso}-E_{\rm per}=\frac{\alpha q^2k}{2\varepsilon L}\;}
\]

is the amount to add to the periodic energy. Its sign is that of \(\alpha\), still to be found.

### A convergent sum for \(\alpha\)

The series for \(\phi\) converges poorly near the charge. Split each coefficient with a positive parameter \(\kappa\):

\[
\frac{4\pi}{G^2}=\frac{4\pi}{G^2}e^{-G^2/4\kappa^2}+\frac{4\pi}{G^2}\left(1-e^{-G^2/4\kappa^2}\right).
\]

The first part converges fast. The second is the potential of a point charge minus that of a Gaussian cloud of unit charge with density \((\kappa^3/\pi^{3/2})e^{-\kappa^2r^2}\), whose transform is \(e^{-G^2/4\kappa^2}\). The charge of the cloud inside radius \(r\) is

\[
Q(r)=\operatorname{erf}(\kappa r)-\frac{2\kappa r}{\sqrt\pi}e^{-\kappa^2r^2},
\]

because \(Q(0)=0\) and \(dQ/dr=(4\kappa^3r^2/\sqrt\pi)e^{-\kappa^2r^2}\) is \(4\pi r^2\) times the density. The potential \(\operatorname{erf}(\kappa r)/r\) has the field

\[
-\frac{d}{dr}\frac{\operatorname{erf}(\kappa r)}{r}
=\frac{\operatorname{erf}(\kappa r)}{r^2}-\frac{2\kappa}{\sqrt\pi\,r}e^{-\kappa^2r^2}
=\frac{Q(r)}{r^2},
\]

as Gauss's law requires. The second part is therefore the transform of

\[
f(r)=\frac{1-\operatorname{erf}(\kappa r)}{r}=\frac{\operatorname{erfc}(\kappa r)}{r}.
\]

The lattice sum \(\sum_{\mathbf R}f(|\mathbf r-\mathbf R|)\) is periodic, and its Fourier coefficients are the values of the transform of \(f\) at the vectors \(\mathbf G\). This includes \(\mathbf G=0\), which \(\phi\) lacks, so that coefficient must be subtracted. It is the integral of \(f\) over space. Integrating by parts,

\[
4\pi\int_0^\infty r\operatorname{erfc}(\kappa r)\,dr
=4\pi\int_0^\infty\frac{r^2}{2}\,\frac{2\kappa}{\sqrt\pi}e^{-\kappa^2r^2}dr
=4\pi\,\frac{\kappa}{\sqrt\pi}\,\frac{\sqrt\pi}{4\kappa^3}
=\frac{\pi}{\kappa^2}.
\]

At the origin, the term \(\mathbf R=0\) minus the charge's own \(1/r\) is \(-\operatorname{erf}(\kappa r)/r\), which tends to \(-2\kappa/\sqrt\pi\). Altogether,

\[
w(0)=\sum_{\mathbf R\neq0}\frac{\operatorname{erfc}(\kappa R)}{R}
+\sum_{\mathbf G\neq0}\frac{4\pi}{G^2}e^{-G^2/4\kappa^2}
-\frac{2\kappa}{\sqrt\pi}-\frac{\pi}{\kappa^2}.
\]

The value cannot depend on \(\kappa\), since the split was an identity. Choose \(\kappa=\sqrt\pi\). Then \(G^2/4\kappa^2=\pi n^2\), \(4\pi/G^2=1/(\pi n^2)\), and the last two terms are \(-2\) and \(-1\). Hence

\[
\alpha=3-\sum_{\mathbf n\neq0}\left[\frac{\operatorname{erfc}(\sqrt\pi\,n)}{n}+\frac{e^{-\pi n^2}}{\pi n^2}\right].
\]

The shells contribute:

| \(n^2\) | vectors | contribution |
|---|---|---|
| 1 | 6 | 0.1556658 |
| 2 | 12 | 0.0068992 |
| 3 | 8 | 0.0001338 |
| 4 | 6 | 0.0000033 |

With two further shells the sum is 0.162703, so

\[
\alpha=3-0.162703=2.837297 .
\]

It is positive: the periodic energy is too low, and the correction is added. The value and even the sign belong to the cubic cell. In a strongly elongated cell, such as a tetragonal one with an axis ratio of 4 or more, the close images outweigh the background and the correction turns negative. For the cell in question,

\[
\Delta E=\frac{2.8373\times1^2\times14.3996}{2\times10\times10}\ \text{eV}
=0.204\ \text{eV}\quad(204\ \text{meV}).
\]

The tempting solution had the wrong sign and about twice the magnitude.

## Why the periodic energy is too low

A second route to \(\alpha\) shows the attraction directly. Cut the crystal into cubes, each with a point charge at its centre and its own share of background. Such a cube has no net charge. Inversion symmetry removes its dipole and octupole, and cubic symmetry its quadrupole. Its outside potential therefore falls as \(r^{-5}\), and the sum over cubes converges.

At a defect, in the scaled units, the background of its own cube contributes \(-2.38008\). All other cubes together contribute \(+0.06638\). Taken together, the neighbours do repel slightly, but each is almost hidden by its own background.

This potential does not yet have zero average. Its average over a cell equals the integral of one cube's potential over all space, which is the limit \(p\to0\) of \(4\pi\hat\rho(p)/p^2\), where \(\hat\rho\) is the transform of the cube's charge density. Expanding the transform to second order, with cubic symmetry replacing \((\mathbf p\cdot\mathbf r)^2\) by \(p^2r^2/3\), gives

\[
\hat\rho(p)\simeq-\frac{p^2}{6}\int\rho\,r^2d^3r
=-\frac{p^2}{6}\left(-\frac{3}{12}\right)=\frac{p^2}{24}.
\]

The point charge sits at \(r=0\) and adds nothing to the integral; the background gives \(-1/12\) for each axis. The average is \(4\pi/24=\pi/6=0.52360\), and subtracting it yields

\[
w(0)=-2.38008+0.06638-0.52360=-2.83730,
\]

in agreement with the first route.

## A charge of finite size

A real defect charge is spread out. Near the defect the other point charges are absent, so only the background is a source for \(w\), and \(\nabla^2w=4\pi\). Cubic symmetry forbids a linear term and makes the quadratic term isotropic. Since \(\nabla^2r^2=6\),

\[
w(\mathbf r)=-\alpha+\frac{2\pi}{3}r^2+O(r^4).
\]

Let the charge be a rigid Gaussian of standard deviation \(\sigma\) along each axis. Two points drawn from it differ along each axis with variance \(2\sigma^2\), so their mean square separation is \(6\sigma^2\). Averaging \(w/2\) over such pairs gives

\[
E_{\rm per}-E_{\rm iso}=\frac12\left(-\alpha+\frac{2\pi}{3}\,6\sigma^2\right)
=-\frac{\alpha}{2}+2\pi\sigma^2 .
\]

The terms beyond \(r^2\) satisfy Laplace's equation and average to zero over the spherical distribution of separations, as long as its tails do not reach the neighbouring charges. In ordinary units,

\[
\Delta E=\frac{q^2k}{\varepsilon}\left(\frac{\alpha}{2L}-\frac{2\pi\sigma^2}{L^3}\right).
\]

For \(\sigma=1\) Å the second term is \(2\pi\times14.3996\times1/(10\times1000)=0.0090\) eV, about 4 percent of the first. This figure assumes that the full \(\varepsilon\) screens the charge even inside the cloud. In a real host, screening weakens at short wavelengths. If \(1/\varepsilon(G)\simeq1/\varepsilon+cG^2\), each coefficient \(4\pi/G^2\) gains the constant \(4\pi c\), whose \(\mathbf G=0\) part the periodic sum lacks, and \(\Delta E\) gains \(+2\pi c\,q^2k/L^3\). This cancels the spread term already at \(c=\sigma^2/\varepsilon=0.1\) Å\(^2\), so neither the size nor the sign of the \(1/L^3\) term carries over to a real defect.

This can be tested, because both Gaussian energies follow directly from Fourier space. In scaled units they are

\[
E_{\rm iso}=\frac1\pi\int_0^\infty e^{-p^2\sigma^2}dp=\frac{1}{2\sqrt\pi\,\sigma},
\qquad
E_{\rm per}=2\pi\sum_{\mathbf G\neq0}\frac{e^{-G^2\sigma^2}}{G^2}.
\]

For the present cell they amount to 0.4062 eV and 0.2110 eV. The periodic value is indeed the lower one, by 0.1952 eV. Adding the leading correction gives 0.4153 eV, which exceeds the isolated energy by 0.0090 eV, the size of the spread term.

## Reading the result

The correction is proportional to \(q^2\), so it has the same sign for positive and negative defects. Charge number 2 in the same cell needs 0.817 eV. Doubling the cell length at fixed charge and permittivity halves the correction to 0.102 eV, although the volume grows eightfold. To bring it down to 0.05 eV by size alone, the cell would need a length of

\[
L=10\ \text{Å}\times\frac{0.2043}{0.05}=40.9\ \text{Å},
\]

about 68 times the original volume. It is far cheaper to add the correction.

Its weight is seen in the number of defects. In thermal equilibrium, for dilute defects and a fixed Fermi level, the concentration varies as \(e^{-E_f/k_BT}\), where \(E_f\) is the formation energy. At 1000 K, \(k_BT=0.0862\) eV. For the point charge with \(\varepsilon=10\), omitting the correction makes \(E_f\) too small and the predicted concentration too large by a factor \(e^{0.2043/0.0862}=10.7\).

## The model beside a real oxide

The parameters lie in the rough regime of magnesium oxide, whose cubic symmetry makes the permittivity isotropic. Its static value is roughly 10, and its electronic part, with the ions held still, roughly 3. The choice between them matters greatly: if the ions are frozen in the calculation, \(\varepsilon=3\) applies and the correction rises to 0.681 eV. With relaxed ions, permittivities of 9 and 11 give 0.227 and 0.186 eV. Oxide films in switching devices may be non-cubic, and the formula with a single \(\varepsilon\) then no longer holds as it stands.

The periodic arrangement also changes the field near the defect. From the quadratic term of \(w\), the extra field has magnitude \(4\pi kr/(3\varepsilon L^3)\) for \(q=1\), after division by \(e\). At \(r=2\) Å it is about 1.2 MV/cm, well below a rough breakdown field of 10 MV/cm. It grows outward: at the centre of a cell face, \(r=5\) Å, symmetry makes the total field vanish, so the extra field cancels the defect's own \(14.3996/(10\times5^2)=0.058\) V/Å, or 5.8 MV/cm. With \(\varepsilon=3\) all these fields are \(10/3\) times larger. The defect's own field at that distance is \(14.3996/(10\times2^2)=0.36\) V/Å, or 36 MV/cm, if the continuum is trusted so close in. That field is present in both systems, but a host driven so hard may respond differently to the small extra field. The linear model cannot size this effect.

Electrons can also tunnel between images. For a level 1 eV deep and the free-electron mass, the wave function decays at 0.512 per Å, hence by a factor \(e^{-5.12}=0.0060\) over one cell. Multiplied by the depth, this suggests an energy scale of 6 meV. It is an order of magnitude only: six neighbours contribute, so the level spreads into a band several times wider. A level half as deep or a lighter effective mass makes it larger. With a mass of 0.4 free-electron masses, roughly that of the conduction band of magnesium oxide, the factor becomes \(e^{-5.12\sqrt{0.4}}=0.039\) and the same estimate gives 39 meV, no longer small beside the correction.

Two further matters lie outside the formula. Within a few ångström of the defect, screening depends on the atomic structure and is not described by one constant. A formation energy also refers the exchanged electrons to a band edge of the perfect host, so the potentials of the defect cell and the host must be aligned. That term depends on the actual calculation and cannot be obtained from \(L\) and \(\varepsilon\). It is not independent of the spread term. The potential coefficients of the Gaussian and the point charge differ by \((4\pi/G^2)(e^{-G^2\sigma^2/2}-1)\), which tends to \(-2\pi\sigma^2\) as \(G\to0\). Removing \(\mathbf G=0\) leaves the Gaussian's potential higher by \(2\pi\sigma^2\) far from the defect, and the charge times this offset is the spread term. An alignment taken against the point-charge model already contains it, and adding both would count it twice. The 0.204 eV is thus the leading electrostatic correction of the stated model, not the whole finite-size error of a defect calculation. The numerical output below lists the main values.

## Values computed for the example and the checks

```
charge number: 1
cell length: 10.0 angstrom
relative permittivity: 10.0
e^2/(4 pi eps0): 14.3996 eV angstrom
shell n^2=1, 6 vectors, contribution: 0.1556658
shell n^2=2, 12 vectors, contribution: 0.0068992
shell n^2=3, 8 vectors, contribution: 0.0001338
shell n^2=4, 6 vectors, contribution: 0.0000033
sum of all shells used: 0.162703
alpha from shells: 2.837297
neutral cubes, own background integral: 2.38008
neutral cubes, potential of other cubes: 0.06638
neutral cubes, average potential: 0.52360
alpha from neutral cubes: 2.83730
leading correction, to be added: 0.2043 eV
leading correction: 204.3 meV
same cell, charge number 2: 0.8171 eV
same charge, cell 20 angstrom: 0.1021 eV
target correction: 0.05 eV
cell length for target: 40.9 angstrom
Gaussian standard deviation: 1.0 angstrom
Gaussian periodic energy: 0.2110 eV
Gaussian isolated energy: 0.4062 eV
Gaussian energy difference: 0.1952 eV
periodic energy plus leading correction: 0.4153 eV
excess left by leading correction: 0.0090 eV
spread term from formula: 0.0090 eV
electronic permittivity, rough: 3.0
correction with frozen ions: 0.6809 eV
correction at permittivity 9: 0.2270 eV
correction at permittivity 11: 0.1857 eV
temperature: 1000 K
thermal energy: 0.0862 eV
concentration overestimate if uncorrected: factor 10.7
level depth for tunnelling estimate: 1.0 eV
wave-function decay constant: 0.512 per angstrom
tunnelling factor over one cell: 0.0060
tunnelling energy scale: 0.0060 eV
distance for extra field: 2.0 angstrom
extra field from periodicity: 1.21 MV/cm
```
